# High-Density Correlation Energy of Hooke's Atom Summed in Closed Form

Two electrons in a harmonic well of frequency $\omega=100$ (atomic units) have the ground-state energy 307.902068 hartree, and the restricted Hartree–Fock energy lies 0.048776 hartree higher. At $\omega=1000$ the energy has grown to 3025.153789 hartree, while the gap to Hartree–Fock has moved to 0.049408 hartree. A tenfold change in the total energy shifts the correlation energy by about one percent of its value, which suggests a finite limit as $\omega\to\infty$ and asks for its value.

## 1. Scaling, and what is to be computed

Hartree atomic units are used. The Hamiltonian of Hooke's atom is

$$H=\sum_{i=1,2}\left(-\tfrac12\nabla_i^2+\tfrac12\omega^2r_i^2\right)+\frac1{r_{12}} .$$

The ground state is a spin singlet, so its spatial part is symmetric, and it is taken real. Replacing $\mathbf r$ by $\mathbf r/\sqrt\omega$ multiplies the kinetic term by $\omega$, turns $\omega^2r^2$ into $\omega r^2$, and multiplies $1/r_{12}$ by $\sqrt\omega$. Hence

$$H=\omega\,(H_0+\lambda V),\qquad \lambda=\omega^{-1/2},\qquad V=\frac1{r_{12}},$$

with $H_0=h(1)+h(2)$ and $h=-\tfrac12\nabla^2+\tfrac12r^2$. The ground state of $H_0$ is $\Psi_0=\phi_0(1)\phi_0(2)$ with $\phi_0=\pi^{-3/4}e^{-r^2/2}$; it has energy 3 and is nondegenerate. The Coulomb operator is bounded relative to the kinetic energy with arbitrarily small bound, so by the Kato–Rellich theory the eigenvalue is analytic in $\lambda$ near zero, for either sign of $\lambda$. Multiplying the series by $\omega=\lambda^{-2}$ gives

$$E=3\omega+E_1\sqrt\omega+E_2+O(\omega^{-1/2}).$$

The second-order term does not depend on $\omega$. Restricted Hartree–Fock (RHF) minimizes, over normalized orbitals,

$$F[\phi]=2\langle\phi|h|\phi\rangle+\lambda\langle\phi\phi|V|\phi\phi\rangle ,$$

and $\phi_0$ gives $F=3+\lambda E_1$ with $E_1=\langle\Psi_0|V|\Psi_0\rangle$. The first two orders cancel in $E-E_{\rm HF}$, which leaves a constant. That constant is not $E_2$: part of $E_2$ is orbital relaxation, which RHF contains. The task is to compute $E_2$, identify that part, and subtract it.

The orthogonal change of variables $\mathbf R=(\mathbf r_1+\mathbf r_2)/\sqrt2$, $\mathbf u=(\mathbf r_1-\mathbf r_2)/\sqrt2$ preserves $r_1^2+r_2^2$ and $\nabla_1^2+\nabla_2^2$. Therefore $H_0=h(\mathbf R)+h(\mathbf u)$, $\Psi_0=\phi_0(R)\phi_0(u)$ and $V=1/(\sqrt2\,u)$. Since $V$ does not act on $\mathbf R$ and is spherical in $\mathbf u$, the vector $V\Psi_0$ lies in the span of $\phi_0(R)\phi_n(u)$, where $\phi_n$ are the s states of $h$.

## 2. The simplest case: the lowest shell

Let $\langle\cdot\rangle$ be the average over $\phi_0^2=\pi^{-3/2}e^{-u^2}$. Each Cartesian component has $\langle x^2\rangle=\tfrac12$ and $\langle x^4\rangle=\tfrac34$, so $\langle u^2\rangle=\tfrac32$ and $\langle u^4\rangle=3\cdot\tfrac34+6\cdot\tfrac14=\tfrac{15}4$. The radial integrals $\int_0^\infty ue^{-u^2}du=\int_0^\infty u^3e^{-u^2}du=\tfrac12$, times $4\pi\cdot\pi^{-3/2}$, give $\langle1/u\rangle=\langle u\rangle=2/\sqrt\pi$. Thus $E_1=\langle 1/u\rangle/\sqrt2=\sqrt{2/\pi}=0.797885$.

The first excited s state is proportional to $(\tfrac32-u^2)\phi_0$ and lies two quanta up (entry 3 proves this for all $n$). Its squared norm is $\tfrac94-3\cdot\tfrac32+\tfrac{15}4=\tfrac32$. Its coupling to the ground state is

$$V_1=\frac{\tfrac32\langle 1/u\rangle-\langle u\rangle}{\sqrt2\sqrt{3/2}}=\frac{1/\sqrt\pi}{\sqrt3},\qquad V_1^2=\frac1{3\pi}=0.106103 .$$

In electron coordinates $u^2=\tfrac12(r_1^2+r_2^2)-\mathbf r_1\cdot\mathbf r_2$, so

$$\tfrac32-u^2=\tfrac12\left(\tfrac32-r_1^2\right)+\tfrac12\left(\tfrac32-r_2^2\right)+\mathbf r_1\cdot\mathbf r_2 .$$

The first two terms excite one electron and leave the other in $\phi_0$; these are single excitations, with squared norm $2\cdot\tfrac14\cdot\tfrac32=\tfrac34$. The last term puts both electrons in p orbitals; it is a double excitation, with squared norm $3\cdot\tfrac12\cdot\tfrac12=\tfrac34$. The three terms are mutually orthogonal, and the norms add to $\tfrac32$, as they must. The shell energy $-V_1^2/2$ thus splits evenly, $-1/(12\pi)=-0.026526$ hartree to each kind.

The signs have a direct meaning. The first-order amplitude is $-V_1/2$. The singles then add a positive multiple of $r_i^2-\tfrac32$, which expands the orbital. The double adds a negative multiple of $\mathbf r_1\cdot\mathbf r_2$, which favours electrons on opposite sides of the centre, a correlation that no product $\phi(1)\phi(2)$ has.

## 3. All shells from one generating function

Define the Laguerre polynomials $L_n\equiv L_n^{1/2}$, for $|z|<1$, by

$$\sum_nz^nL_n(r^2)=(1-z)^{-3/2}\exp\left[-\frac{zr^2}{1-z}\right].$$

The term linear in $z$ is $\tfrac32-r^2$, the polynomial of entry 2. Three properties are needed.

*Eigenvalues.* Multiply by $e^{-r^2/2}$ to get $G=(1-z)^{-3/2}e^{-ar^2/2}$ with $a=(1+z)/(1-z)$. From $\nabla^2e^{-ar^2/2}=(a^2r^2-3a)e^{-ar^2/2}$,

$$\left(h-\tfrac32\right)G=\left[\tfrac12(1-a^2)r^2+\tfrac32(a-1)\right]G=\left[-\frac{2zr^2}{(1-z)^2}+\frac{3z}{1-z}\right]G ,$$

where $a-1=2z/(1-z)$ and $1-a^2=-4z/(1-z)^2$ were used. Since $da/dz=2/(1-z)^2$, the bracket equals $2z\,\partial_z\ln G$. Comparing powers of $z$ in $(h-\tfrac32)G=2z\,\partial_zG$ shows that $L_n\phi_0$ has excitation energy $2n$. There is one polynomial for each degree in $r^2$, and such polynomials times the Gaussian are complete among s functions.

*Norms.* The average of $e^{-(\beta-1)r^2}$ over $\phi_0^2$ is $\beta^{-3/2}$. For the product of two generating functions,

$$\beta=1+\frac z{1-z}+\frac y{1-y}=\frac{1-zy}{(1-z)(1-y)},$$

so the prefactors cancel and $\sum z^ny^m\langle L_nL_m\rangle=(1-zy)^{-3/2}$. The polynomials are orthogonal, with $\langle L_n^2\rangle=(\tfrac32)_n/n!$, where $(s)_n=s(s+1)\cdots(s+n-1)$. Define $c_n=(\tfrac12)_n/n!$, the coefficients in $(1-z)^{-1/2}=\sum c_nz^n$. The products $(\tfrac32)_n$ and $(\tfrac12)_n$ share all factors but $n+\tfrac12$ and $\tfrac12$, so $\langle L_n^2\rangle=(2n+1)c_n$ and $\phi_n=L_n\phi_0/\sqrt{(2n+1)c_n}$.

*Matrix elements.* The generating function times $\phi_0^2$ is $(1-z)^{-3/2}\pi^{-3/2}e^{-br^2}$ with $b=1/(1-z)$. Because $(1-z)^{-3/2}=b^{3/2}$, this is the normalized Gaussian $g_b=(b/\pi)^{3/2}e^{-br^2}$. The mean of $1/r$ over $g_b$ is $(b/\pi)^{3/2}\,4\pi/(2b)=2\sqrt{b/\pi}$. Therefore

$$\sum_nz^n\left\langle\frac{L_n}{\sqrt2u}\right\rangle=\sqrt{\frac2\pi}\,(1-z)^{-1/2},$$

and dividing the coefficient $\sqrt{2/\pi}\,c_n$ by the norm gives

$$V_n=\langle\phi_n|\tfrac1{\sqrt2u}|\phi_0\rangle>0,\qquad V_n^2=\frac2\pi\,\frac{c_n}{2n+1}.$$

For $n=0$ this returns $E_1$, and for $n=1$, with $c_1=\tfrac12$, it returns $1/(3\pi)$. The full second-order energy is

$$E_2=-\sum_{n\ge1}\frac{V_n^2}{2n}=-\frac2\pi\sum_{n\ge1}\frac{c_n}{2n(2n+1)} .$$

## 4. Singles and doubles in every shell

The shell of $N$ quanta is the eigenspace of $H_0$ with energy $3+N$, whichever coordinates describe it. The projection of $V\Psi_0$ on it is $V_n\phi_0(R)\phi_n(u)$ for $N=2n$ and zero for odd $N$. The shell is also spanned by products $|a\,a'\rangle$ of one-electron oscillator states, so the squared amplitudes $|\langle aa'|V|00\rangle|^2$ in the shell add up to $V_n^2$.

A single excitation has the amplitude $\langle a0|V|00\rangle=\langle a|J|\phi_0\rangle$, where $J(\mathbf r)=\int\phi_0^2(r')\,d^3r'/|\mathbf r-\mathbf r'|$ is the potential of one electron. It is spherical, so it reaches s states alone. (It equals $\operatorname{erf}(r)/r$: the function $rJ=\operatorname{erf}r$ obeys the radial Poisson equation $(rJ)''=-4\pi r\phi_0^2$, vanishes at 0 and tends to 1.) The generating function turns $\sum z^n\langle L_nJ\rangle$ into the repulsion between the clouds $g_b$ and $g_1$. If $\mathbf r_1$ is distributed as $g_b$ and $\mathbf r_2$ independently as $g_1$, the difference $\mathbf r_1-\mathbf r_2$ is Gaussian and the variances per component add: $1/2\mu=1/2b+1/2$, so $1/\mu=(1-z)+1=2-z$. Then

$$\sum_nz^n\langle L_nJ\rangle=2\sqrt{\frac\mu\pi}=\sqrt{\frac2\pi}\left(1-\frac z2\right)^{-1/2}.$$

This is the function of entry 3 with $z$ replaced by $z/2$, and the norms are the same, so

$$J_n=\langle\phi_n|J|\phi_0\rangle=2^{-n}V_n .$$

Either electron can be excited, so the singles carry the weight $2J_n^2=2\cdot4^{-n}V_n^2$ and the doubles carry the rest, $(1-2\cdot4^{-n})V_n^2$. At $n=1$ both factors are $\tfrac12$, as found by hand. The program tests $V_n$ and $J_n$ by quadrature for $n\le8$, and both weights, with the vanishing of odd shells, by summing over all Cartesian product states up to ten quanta. The shell energies, weight times $-1/(2n)$, are in hartree:

| $n$ | $V_n^2$ | singles | doubles |
|---|---|---|---|
| 1 | 0.106103 | −0.026526 | −0.026526 |
| 2 | 0.047746 | −0.001492 | −0.010445 |
| 3 | 0.028421 | −0.000148 | −0.004589 |
| 4 | 0.019342 | −0.000019 | −0.002399 |
| 5 | 0.014243 | −0.000003 | −0.001421 |

For $n=2$, for instance, $V_2^2/4=0.011937$, of which $\tfrac18$ is $0.001492$ and $\tfrac78$ is $0.010445$.

## 5. Hartree–Fock collects the singles

Write $\phi=(\phi_0+\eta)/\sqrt{1+\langle\eta|\eta\rangle}$ with $\eta$ real, small and orthogonal to $\phi_0$. Because $(h-\tfrac32)\phi_0=0$, the one-electron term has no part linear in $\eta$: $\langle\phi|h|\phi\rangle=\tfrac32+\langle\eta|h-\tfrac32|\eta\rangle+O(\eta^4)$. In the repulsion, $\eta$ can replace $\phi_0$ in any of four positions, each giving $\langle\eta|J|\phi_0\rangle$. Hence

$$F=3+\lambda E_1+2\langle\eta|h-\tfrac32|\eta\rangle+4\lambda\langle\eta|J|\phi_0\rangle+O(\lambda\eta^2,\eta^4).$$

Components of $\eta$ with angular momentum raise the quadratic term and have no linear term, so they vanish at this order. With $\eta=\sum_{n\ge1}\eta_n\phi_n$, each component contributes $4n\eta_n^2+4\lambda J_n\eta_n$. Setting the derivative to zero gives $\eta_n=\lambda\chi_n$ with

$$\chi_n=-\frac{J_n}{2n},\qquad 4n\chi_n^2+4J_n\chi_n=\frac{J_n^2}n-\frac{2J_n^2}n=-\frac{2J_n^2}{2n}.$$

The neglected terms are $O(\lambda^3)$. The second-order RHF energy $E_2^{\rm HF}=-\sum2J_n^2/(2n)$ is, shell by shell, the singles column of the table. Subtracting it from $E_2$ leaves the doubles:

$$E_{c2}=E_2-E_2^{\rm HF}=-\frac2\pi\sum_{n\ge1}\frac{c_n\,(1-2\cdot4^{-n})}{2n(2n+1)} .$$

## 6. Summing the series

Both sums are values of one function,

$$S(x)=\sum_{n\ge1}\frac{c_nx^{2n}}{2n(2n+1)},\qquad E_2=-\frac2\pi S(1),\qquad E_2^{\rm HF}=-\frac4\pi S(\tfrac12).$$

Split $\frac1{2n(2n+1)}=\frac1{2n}-\frac1{2n+1}$ and let $f(t)=\sum_{n\ge1}c_nt^{2n}=(1-t^2)^{-1/2}-1$. For $0<x<1$ the power series converges uniformly on $[0,x]$ and may be integrated term by term. From $\int_0^xt^{2n}dt=x^{2n+1}/(2n+1)$,

$$\sum_{n\ge1}\frac{c_nx^{2n}}{2n+1}=\frac1x\int_0^xf\,dt=\frac{\arcsin x}x-1 .$$

From $\int_0^xt^{2n-1}dt=x^{2n}/2n$, the other sum is $\int_0^xf\,dt/t$. Put $s=\sqrt{1-t^2}$; then $s\,ds=-t\,dt$, so $dt/t=-s\,ds/(1-s^2)$, and $f=(1-s)/s$. The integrand becomes $-ds/(1+s)$, with $s$ running from 1 down to $\sqrt{1-x^2}$. The result is $\ln2-\ln(1+\sqrt{1-x^2})$, and

$$S(x)=1-\frac{\arcsin x}x+\ln\frac2{1+\sqrt{1-x^2}} .$$

As a check at small $x$, $\arcsin x/x\approx1+x^2/6$ and the logarithm is $-\ln(1-x^2/4)\approx x^2/4$, so $S\approx x^2/12$, which is the first term $c_1x^2/6$.

At $x=1$, $c_n\le1$ makes the series converge absolutely, and Abel's theorem gives its sum as the limit of the closed form: $S(1)=1-\pi/2+\ln2=0.122351$. At $x=\tfrac12$, $\arcsin x/x=\pi/3$, and $2/(1+\sqrt3/2)=4/(2+\sqrt3)=4(2-\sqrt3)$ because $(2+\sqrt3)(2-\sqrt3)=1$. So $S(\tfrac12)=1-\pi/3+\ln[4(2-\sqrt3)]=0.022139$. These give $E_2=-0.077891$ and $E_2^{\rm HF}=-0.028188$ hartree. Combining them,

$$E_{c2}=\frac2\pi\left[2S(\tfrac12)-S(1)\right]=\frac2\pi\left[2-\frac{2\pi}3+\ln16(2-\sqrt3)^2-1+\frac\pi2-\ln2\right],$$

and since $\pi/2-2\pi/3=-\pi/6$,

$$E_{c2}=\frac2\pi-\frac13+\frac2\pi\ln\left[8(2-\sqrt3)^2\right].$$

Numerically, $2/\pi-1/3=0.303286$, $8(2-\sqrt3)^2=0.574374$ with logarithm $-0.554474$, and $2/\pi=0.636620$. Then $0.303286-0.352989=-0.049703$ hartree, or $-1.3525$ eV. The difference $-0.077891+0.028188$ gives the same figure.

## 7. How fast the shells converge

Stirling's formula applied to $c_n=\Gamma(n+\tfrac12)/[\sqrt\pi\,\Gamma(n+1)]$ gives $c_n\simeq(\pi n)^{-1/2}$. For large $n$ the factor $4^{-n}$ is negligible and a term of $E_{c2}$ is $-\tfrac2\pi\pi^{-1/2}n^{-5/2}/4$. Replacing the sum beyond $N$ by $\int_N^\infty n^{-5/2}dn=\tfrac23N^{-3/2}$, the omitted remainder is, to leading order,

$$-\frac{N^{-3/2}}{3\pi^{3/2}}=-0.059862\,N^{-3/2}\ \text{hartree}.$$

The generating functions show where the two rates come from. The power-law decay of $c_n$ belongs to the branch point of $(1-z)^{-1/2}$ at $z=1$. There $b\to\infty$, the cloud $g_b$ contracts onto $u=0$, and the mean of $1/u$ diverges: the slow convergence comes from the singularity of the repulsion where the electrons meet. The averaged potential $J=\operatorname{erf}(r)/r$ has no such singularity: it is a power series in $r^2$ that converges for all $r$. By entry 4 its generating function has its branch point at $z=2$, and the singles fall geometrically.

The partial sums reach the fractions 0.5337, 0.9130, 0.9659 and 0.9988 of $E_{c2}$ at $N=1,5,10,100$. The remainder law is asymptotic. At $N=1$ adding it gives $-0.0864$, which is worse than the bare term. At $N=10$ it gives $-0.049899$, too negative by 0.4% of $E_{c2}$, against a bare shortfall of 3.4%. At $N=1000$ it gives $-0.0497028$, and the program tests the law there to within 0.5% of the remainder.

## 8. The Kohn–Sham definition

In density-functional theory the reference determinant reproduces the exact density $n$. For this singlet both electrons occupy the nodeless orbital $\phi_{\rm KS}=\sqrt{n/2}$. The Hartree energy is $2\langle\phi\phi|V|\phi\phi\rangle$ and exchange cancels half of it, so the kinetic, external, Hartree and exchange terms add up to $F[\phi_{\rm KS}]$. In hartree, $E_c^{\rm DFT}=E-\omega F[\phi_{\rm KS}]$ and $E_c^{\rm HF}=E-\omega F[\phi_{\rm HF}]$.

Write $\Psi=\Psi_0+\lambda(\Psi_S+\Psi_D)+O(\lambda^2)$. The amplitude of $|n0\rangle$ and of $|0n\rangle$ is $-J_n/2n=\chi_n$, so $\Psi_S=\chi(1)\phi_0(2)+\phi_0(1)\chi(2)$ with the function $\chi=\sum\chi_n\phi_n$ of entry 5. The density $n(\mathbf r)=2\int\Psi^2d^3r_2$ has the first-order term $4\lambda\phi_0(r)\int\phi_0(2)\,(\Psi_S+\Psi_D)\,d^3r_2$. In $\Psi_D$ electron 2 is orthogonal to $\phi_0$, so it drops out, and $\Psi_S$ gives $\chi(r)$. Thus $n/2=\phi_0^2+2\lambda\phi_0\chi+O(\lambda^2)$ and $\phi_{\rm KS}=\phi_0+\lambda\chi+O(\lambda^2)$, assuming the square root may be expanded in the energy norm $\langle\eta|h|\eta\rangle^{1/2}$, the one that controls $F$. The two orbitals differ at $O(\lambda^2)$. Since $F$ is minimal at $\phi_{\rm HF}$, it rises quadratically in that difference:

$$0\le E_c^{\rm HF}-E_c^{\rm DFT}=\omega\,O(\lambda^4)=O(1/\omega).$$

Both definitions have the limit $E_{c2}$. The program tests $\chi_1$ to $\chi_4$ for both orbitals, and it measures the exponents between $\lambda=0.1$ and $0.2$ as 1.971 for the orbital difference and 3.938 for the scaled energy gap. The gap times $\omega$ is $3.6$, $4.2$ and $5.5\times10^{-5}$ at $\omega=0.5,1,10$, so the $1/\omega$ law has not set in over that range.

The same number is a condition on the functional. Raising $\omega$ is not a uniform scaling of one density, since the shape changes at order $\lambda$. Hold instead the Gaussian density $n_0=2\phi_0^2$ fixed at coupling $\lambda$, by taking the external potential $\tfrac12r^2-\lambda J+O(\lambda^2)$. The singles amplitude becomes $\langle n0|V-J(1)-J(2)|00\rangle=J_n-J_n-0=0$, so the density is indeed unchanged at first order, and the doubles amplitudes are untouched because a one-electron operator cannot excite two electrons. The potential $J$ is the Hartree potential $2J$ plus the exchange potential $-J$. The correlation energy at coupling $\lambda$ is $\langle H_0+\lambda V\rangle_\Psi-\langle H_0+\lambda V\rangle_{\Psi_0}$, the potential $\tfrac12r^2$ cancelling between equal densities. At second order this is $\lambda^2[\langle\Psi_D|H_0-3|\Psi_D\rangle+2\langle\Psi_0|V|\Psi_D\rangle]$. A double with amplitude $m$ and gap $\Delta$ has coefficient $-m/\Delta$ and gives $m^2/\Delta-2m^2/\Delta$, so the total is $\lambda^2E_{c2}$. Undoing the scaling of entry 1 with $\gamma=1/\lambda$ multiplies this by $\gamma^2$ and carries the density into $\gamma^3n_0(\gamma r)$. Hence $E_c[\gamma^3n_0(\gamma r)]\to E_{c2}$ as $\gamma\to\infty$: the doubles sum is the second-order Görling–Levy energy of the two-electron Gaussian density. This fixed-density statement is derived here and is not run separately by the program.

Back in Hooke's atom, the external energy cancels in $E_c^{\rm DFT}=T_c+U_c$. The KS product is $\Psi_0+\lambda\Psi_S+O(\lambda^2)$, so in scaled units

$$U_c=\lambda\left[\langle V\rangle_\Psi-\langle V\rangle_{\rm KS}\right]=2\lambda^2\langle\Psi_0|V|\Psi_D\rangle+O(\lambda^3),$$

and $\langle\Psi_0|V|\Psi_D\rangle=-\sum m^2/\Delta=E_{c2}$. In hartree, $U_c\to2E_{c2}$ and $T_c=E_c-U_c\to-E_{c2}$. The numerical limits are $-0.0994057$ and $+0.0497028$.

## 9. Finite frequencies

The program solves the relative-motion, RHF and density problems without perturbation theory. One closed case checks the relative-motion part. At $\omega=\tfrac12$, $\lambda=\sqrt2$ and the relative potential is $\tfrac12u^2+1/u$. For a radial function $p(u)e^{-u^2/2}$ the equation reads $-\tfrac12p''+up'+\tfrac12p+p/u=\varepsilon p$. With $p=u+u^2$ the left side is $-1+(u+2u^2)+\tfrac12(u+u^2)+(1+u)=\tfrac52p$. It has no node, so it is the ground state, and $E=\tfrac12(\tfrac32+\tfrac52)=2$. The solver reproduces this. Differences at $\pm\lambda$ then give $-0.0778910$, $-0.0281881$ and $-0.0497028$ for $E_2$, $E_2^{\rm HF}$ and $E_{c2}$, in agreement with the closed forms within the tested $10^{-6}$. The odd part gives the next coefficient, $E_{c3}=0.00937$, which is a numerical value and is not derived here. For round model values of $\omega$, in hartree:

| $\omega$ | $E_c^{\rm HF}$ | $E_c^{\rm DFT}$ | $T_c$ | $E_{c2}+E_{c3}\lambda$ |
|---|---|---|---|---|
| 0.5 | −0.038439 | −0.038510 | 0.029172 | −0.036452 |
| 1 | −0.041344 | −0.041385 | 0.033930 | −0.040333 |
| 10 | −0.046843 | −0.046848 | 0.043971 | −0.046740 |
| 100 | −0.048776 | −0.048777 | 0.047809 | −0.048766 |
| 1000 | −0.049408 | −0.049408 | 0.049096 | −0.049407 |

At $\omega=1000$, $\sqrt\omega=31.623$. The total energy through second order is $3000+25.2313-0.0779=3025.1534$, against the computed 3025.1538. The correlation energy is $-0.049703+0.00937/31.623=-0.049703+0.000296=-0.049407$, against $-0.049408$. At $\omega=100$ the correction is $0.000937$, giving $-0.048766$ against $-0.048776$. The one-percent drift between the two opening numbers is thus the $\omega^{-1/2}$ term. At $\omega=\tfrac12$, where $\lambda>1$, the limit alone exceeds $|E_c^{\rm HF}|$ by 29% of the latter and the two-term form falls short by 5%; the radius of convergence in $\lambda$ is not determined here.

The kinetic part approaches its limit more slowly. At $\omega=1000$, $T_c$ lacks $0.000607$ hartree and $|E_c|$ lacks $0.000295$, a ratio near 2.06. At fixed density the ratio would tend to 2: with $E_c=e_2\lambda^2+e_3\lambda^3$, stationarity of the minimizing wave function gives $U_c=\lambda\,dE_c/d\lambda$, so $T_c=-e_2\lambda^2-2e_3\lambda^3$. In Hooke's atom the density itself changes with $\lambda$, so this relation does not apply as it stands and the ratio need not tend to 2; its limit is not determined here.

The closed form rests on the isotropic harmonic well, which supplied the separation, the equal spacing $2n$ and the Gaussian clouds behind $J_n=2^{-n}V_n$. The identification of the limit with a doubles sum needs a nondegenerate reference with a gap, and the removal of the singles in the Kohn–Sham definition used two electrons in one orbital, where $\phi_{\rm KS}=\sqrt{n/2}$ and exchange is the local potential $-J$ (for RHF the argument of entry 5 carries over to any closed shell with a gap, with the Coulomb-plus-exchange operator in place of $J$); other wells and other spin states need their own sums.

## Computed values

```
E1 = 0.797885 (E contains E1*sqrt(w), hartree)
S(1) = 0.122351, S(1/2) = 0.022139 (pure numbers)
2/pi-1/3 = 0.303286, 8(2-sqrt3)^2 = 0.574374, its ln = -0.554474
closed: E2 = -0.07789097, E2_HF = -0.02818814 hartree
closed: Ec2 = -0.04970283 hartree = -1.35248 eV
collocation: E2 = -0.0778910, E2_HF = -0.0281881 hartree
collocation: Ec2_HF = -0.0497028, Ec2_DFT = -0.0497028 hartree
collocation: Tc limit = 0.0497028, Uc limit = -0.0994057 hartree
shell n: c_n, V_n^2 (scaled), singles energy, doubles energy (hartree)
  1: 0.500000 0.106103 -0.026526 -0.026526
  2: 0.375000 0.047746 -0.001492 -0.010445
  3: 0.312500 0.028421 -0.000148 -0.004589
  4: 0.273438 0.019342 -0.000019 -0.002399
  5: 0.246094 0.014243 -0.000003 -0.001421
remainder coefficient 1/(3 pi^1.5) = 0.059862 hartree
N: partial doubles sum (hartree), fraction of Ec2, partial minus remainder law (hartree)
  1: -0.0265258 0.5337 -0.0863882
  2: -0.0369704 0.7438 -0.0581349
  5: -0.0453794 0.9130 -0.0507337
  10: -0.0480064 0.9659 -0.0498994
  100: -0.0496436 0.9988 -0.0497035
  1000: -0.0497009 1.0000 -0.0497028
exponent in lam of |phi_HF-phi_KS| = 1.971, of scaled energy gap = 3.938
Ec3 (numerical, HF definition) = 0.00937 (term Ec3/sqrt(w), hartree)
w (a.u.): E, E_HF, Ec_HF, Ec_DFT, Tc, Ec2+Ec3/sqrt(w) (hartree)
  0.5: 2.000000 2.038439 -0.038439 -0.038510 0.029172 -0.036452
     Ec_HF - Ec_DFT = 7.118e-05 hartree
  1: 3.730121 3.771464 -0.041344 -0.041385 0.033930 -0.040333
     Ec_HF - Ec_DFT = 4.155e-05 hartree
  10: 32.448685 32.495528 -0.046843 -0.046848 0.043971 -0.046740
     Ec_HF - Ec_DFT = 5.474e-06 hartree
  100: 307.902068 307.950845 -0.048776 -0.048777 0.047809 -0.048766
  1000: 3025.153789 3025.203197 -0.049408 -0.049408 0.049096 -0.049407
```
